**Iron-boron pairing time in p-type silicon**

The program examines $\tau=\varepsilon k_BT/(e^2DN)=1/(4\pi DRN)$, where $D$ is the iron diffusivity, $N$ the ionised boron density, $\varepsilon$ the permittivity, $T$ the temperature and $R=e^2/(4\pi\varepsilon k_BT)$ the Coulomb capture radius. For $N=10^{16}\ \mathrm{cm^{-3}}$, $D=5.6\times10^{-15}\ \mathrm{cm^2/s}$ and $T=300$ K it gives $\tau=2985$ s, about 50 minutes. It asserts that finite-volume solutions reproduce the charged, uncharged and screened capture rates within 0.2%, and that the iron captured in a bare Coulomb field by $0.1\tau$ and by $\tau$ agrees with the steady rate within 1%. A Brownian simulation with many randomly placed borons is required to agree with the screened $1/e$ time within 10% and with $\tau$ within 15%. It gives 2985 s with a standard error of 2.1%, while the one-boron screened calculation gives 3111 s; the simulation does not settle this 4% difference. Further assertions show that dissociation and boron depletion change the $1/e$ time by less than 0.3%, and that the estimated neutral fractions of iron and boron are below 1% and 2%. The values at 293 K and 303 K are estimates from a rough migration energy.

## Numerical verification

```python
"""Iron-boron pairing time in p-type silicon.

Result under test: unpaired Fe+ decays approximately as exp(-t/tau), where
    tau = eps*kB*T/(e^2*D*N) = 1/(4*pi*D*R*N),
    R = e^2/(4*pi*eps*kB*T).
D: iron diffusivity; N: ionised boron density; eps: permittivity;
R: Coulomb capture radius; T: temperature.
Hole screening lengthens the 1/e time slightly and is computed separately.
Internal units are nm and s; energies are in eV or in units of kB*T.
Material parameters marked rough are typical sizes, not fitted data.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq

# Given and chosen inputs
boron_cm3 = 1e16
diffusivity_cm2 = 5.6e-15
temperature = 300.0
iron_cm3 = 1e12

# Rough silicon parameters
relative_permittivity = 11.7
contact = 0.235             # nm, boron to nearest interstitial site
migration_energy = 0.67     # eV
binding_energy = 0.60       # eV
iron_level = 0.38           # eV above valence band
boron_level = 0.045         # eV above valence band
valence_states_cm3 = 3e19
interstitial_sites_cm3 = 5e22
nearest_sites = 4

boron = boron_cm3 * 1e-21
iron = iron_cm3 * 1e-21
diffusivity = diffusivity_cm2 * 1e14
epsilon = relative_permittivity * const.epsilon_0
thermal_joule = const.k * temperature
thermal_ev = thermal_joule / const.e
radius = const.e**2 / (4 * np.pi * epsilon * thermal_joule) * 1e9
tau = epsilon * thermal_joule / (
    const.e**2 * diffusivity_cm2 * 1e-4 * boron_cm3 * 1e6)
debye = np.sqrt(epsilon * thermal_joule
                / (const.e**2 * boron_cm3 * 1e6)) * 1e9


def coulomb(r):
    return -radius / r


def screened(r):
    return -radius * np.exp(-r / debye) / r


def uncharged(r):
    return np.zeros_like(r)


def radial_system(potential, outer, cells):
    """Conservative drift-diffusion matrix around one absorbing boron."""
    r = np.geomspace(contact, outer, cells + 1)
    change = np.diff(potential(r))
    conductance = 4 * np.pi * diffusivity / (1 / r[:-1] - 1 / r[1:])
    from_outside = conductance * (1 + change / 2)
    from_inside = conductance * (1 - change / 2)
    faces = np.sqrt(r[:-1] * r[1:])
    volumes = 4 * np.pi / 3 * np.diff(faces**3)
    bands = np.zeros((3, cells - 1))
    bands[0, 1:] = from_outside[1:-1]
    bands[1] = -(from_inside[1:] + from_outside[:-1])
    bands[2, :-1] = from_inside[1:-1]
    source = np.zeros(cells - 1)
    source[-1] = from_outside[-1]
    return bands, source, volumes, from_outside[0]


def steady_rate(potential):
    bands, source, _, absorption = radial_system(potential, 1e6, 4000)
    concentration = solve_banded((1, 1), bands, -source)
    return absorption * concentration[0]


def absorbed_history(potential, final_time, steps=2000):
    """Time integral of the capture rate from a uniform start."""
    bands, source, volumes, absorption = radial_system(potential, 800.0, 1200)
    dt = final_time / steps
    implicit = -dt * bands
    implicit[1] += volumes
    concentration = np.ones(len(volumes))
    total = np.zeros(steps + 1)
    for step in range(steps):
        concentration = solve_banded(
            (1, 1), implicit, volumes * concentration + dt * source)
        total[step + 1] = total[step] + dt * absorption * concentration[0]
    return np.linspace(0, final_time, steps + 1), total


# Capture rates from the differential equation against closed results
rate_coulomb = steady_rate(coulomb)
rate_uncharged = steady_rate(uncharged)
rate_screened = steady_rate(screened)
tau_numeric = 1 / (boron * rate_coulomb)
tau_uncharged = 1 / (boron * 4 * np.pi * diffusivity * contact)
assert abs(tau_numeric / tau - 1) < 2e-3
assert abs(1 / (boron * rate_uncharged) / tau_uncharged - 1) < 2e-3
# With x = 1/r the capture integral has a finite range.
capture_integral = quad(
    lambda x: np.exp(-radius * x * np.exp(-1 / (debye * x))) if x > 0 else 1.0,
    0, 1 / contact, epsabs=1e-11, limit=300)[0]
screened_radius = 1 / capture_integral
assert abs(rate_screened / (4 * np.pi * diffusivity * screened_radius) - 1) < 2e-3

# A uniform concentration in a Coulomb field has almost no transient
times, absorbed = absorbed_history(coulomb, 2 * tau)
early_ratio = np.interp(0.1 * tau, times, absorbed) * boron / 0.1
late_ratio = np.interp(tau, times, absorbed) * boron
assert abs(early_ratio - 1) < 0.01
assert abs(late_ratio - 1) < 0.01
times, absorbed_screened = absorbed_history(screened, 2 * tau)
tau_screened = np.interp(1.0, boron * absorbed_screened, times)


def brownian_capture_times(walkers, borons, final_time, seed):
    """Each iron ion moves in its own random periodic box of borons."""
    rng = np.random.default_rng(seed)
    side = (borons / boron) ** (1 / 3)
    relative = ((rng.random((3, walkers, borons), dtype=np.float32) - 0.5)
                * np.float32(side))
    clock = np.zeros(walkers)
    label = np.arange(walkers)
    captured_at = np.full(walkers, np.inf)
    capture_distance = 0.8  # escape from here is below one percent
    step_fraction = 0.09    # random displacement / nearest boron distance
    while len(label):
        relative -= np.float32(side) * np.rint(relative * np.float32(1 / side))
        distance = np.sqrt(np.sum(relative**2, axis=0))
        nearest = distance.min(axis=1)
        hit = (nearest < capture_distance) & (clock < final_time)
        captured_at[label[hit]] = clock[hit]
        keep = (~hit) & (clock < final_time)
        if not keep.all():
            relative = relative[:, keep]
            distance, nearest = distance[keep], nearest[keep]
            clock, label = clock[keep], label[keep]
            if not len(label):
                break
        slope = (np.float32(radius) * np.exp(-distance * np.float32(1 / debye))
                 * (1 / distance + np.float32(1 / debye)) / distance**2)
        drift = -np.einsum("knm,nm->kn", relative, slope)
        dt = (step_fraction * nearest) ** 2 / (2 * diffusivity)
        noise = rng.standard_normal((3, len(label)), dtype=np.float32)
        move = diffusivity * drift * dt + np.sqrt(2 * diffusivity * dt) * noise
        relative += move[:, :, None].astype(np.float32)
        clock = clock + dt
    return captured_at


walkers = 4000
capture_times = brownian_capture_times(walkers, 50, 2 * tau, 7)
ordered = np.sort(capture_times)
tau_brownian = ordered[int((1 - np.exp(-1)) * walkers)]
statistical_error = np.sqrt((np.e - 1) / walkers)
# Against the screened prediction: four standard errors and step bias.
assert abs(tau_brownian / tau_screened - 1) < 0.10
# Against the unscreened law: the shift by screening comes on top.
assert abs(tau_brownian / tau - 1) < 0.15
survival = {}
for multiple in (0.5, 1.0, 2.0):
    measured = np.mean(capture_times > multiple * tau)
    predicted = np.exp(-boron * np.interp(multiple * tau, times,
                                          absorbed_screened))
    survival[multiple] = (measured, predicted)
    assert abs(measured - predicted) < 0.04
    assert abs(measured - np.exp(-multiple)) < 0.05

# Reversible kinetics with consumption of boron
equilibrium_volume = (nearest_sites / (interstitial_sites_cm3 * 1e-21)
                      * np.exp(binding_energy / thermal_ev))


def pairing_equation(_, fraction):
    free_boron = boron - iron * (1 - fraction)
    return (-rate_coulomb * free_boron * fraction
            + rate_coulomb / equilibrium_volume * (1 - fraction))


kinetics = solve_ivp(pairing_equation, (0, 20 * tau), [1.0], method="LSODA",
                     rtol=1e-9, atol=1e-12, dense_output=True)
tau_reversible = brentq(lambda t: kinetics.sol(t)[0] - np.exp(-1), 0, 3 * tau)
unpaired_floor = 1 / (1 + equilibrium_volume * boron)
assert abs(tau_reversible / tau - 1) < 3e-3
assert abs(kinetics.y[0, -1] / unpaired_floor - 1) < 0.01

# Charge states and temperature, estimated with the rough parameters
fermi_level = thermal_ev * np.log(valence_states_cm3 / boron_cm3)
neutral_ratio = np.exp((fermi_level - iron_level) / thermal_ev)
neutral_iron = neutral_ratio / (1 + neutral_ratio)
boron_ratio = (4 * boron_cm3 / valence_states_cm3
               * np.exp(boron_level / thermal_ev))
neutral_boron = boron_ratio / (1 + boron_ratio)
assert neutral_iron < 0.01 and neutral_boron < 0.02


def tau_at(new_temperature):
    boltzmann_ev = const.k / const.e
    exponent = migration_energy / boltzmann_ev * (
        1 / new_temperature - 1 / temperature)
    return tau * new_temperature / temperature * np.exp(exponent)


print(f"Boron density: {boron_cm3:.1e} cm^-3")
print(f"Iron diffusivity: {diffusivity_cm2:.1e} cm^2/s")
print(f"Temperature: {temperature:.0f} K")
print(f"Chosen iron density: {iron_cm3:.1e} cm^-3")
print(f"Rough relative permittivity: {relative_permittivity:.1f}")
print(f"Rough contact distance: {contact:.3f} nm")
print(f"Thermal energy: {thermal_ev:.5f} eV")
print(f"Coulomb capture radius R: {radius:.3f} nm")
print(f"Capture rate 4 pi D R: {4*np.pi*diffusivity*radius*1e-21:.3e} cm^3/s")
print(f"Debye length: {debye:.2f} nm")
print(f"PAIRING TIME tau: {tau:.0f} s = {tau/60:.1f} min")
print(f"Half-pairing time: {tau*np.log(2):.0f} s")
print(f"Time to 99% pairing: {tau*np.log(100):.0f} s")
print(f"tau from radial equation: {tau_numeric:.1f} s")
print(f"tau without charge: {tau_uncharged:.0f} s")
print(f"Charge speed-up R/contact: {radius/contact:.2f}")
print(f"Contact correction exp(-R/contact): {np.exp(-radius/contact):.2e}")
print(f"Coulomb captured/(k t) at 0.1 tau: {early_ratio:.5f}")
print(f"Coulomb captured/(k t) at tau: {late_ratio:.5f}")
print(f"Late-time screened capture radius: {screened_radius:.3f} nm")
print(f"1/e time with screening, one boron: {tau_screened:.0f} s")
print(f"Change of 1/e time by screening: {100*(tau_screened/tau-1):.1f} %")
print(f"1/e time, Brownian many-boron run: {tau_brownian:.0f} s")
print(f"Brownian relative standard error: {100*statistical_error:.1f} %")
for multiple, (measured, predicted) in survival.items():
    print(f"Unpaired at {multiple:.1f} tau: run {measured:.3f}, "
          f"screened {predicted:.3f}, exponential {np.exp(-multiple):.3f}")
print(f"Rough binding energy: {binding_energy:.2f} eV")
print(f"Equilibrium unpaired fraction: {unpaired_floor:.2e}")
print(f"Iron/boron ratio: {iron/boron:.1e}")
print(f"1/e time with dissociation and depletion: {tau_reversible:.1f} s")
print(f"Rough valence-band density: {valence_states_cm3:.1e} cm^-3")
print(f"Rough iron donor level: {iron_level:.2f} eV above valence band")
print(f"Rough boron level: {boron_level:.3f} eV above valence band")
print(f"Fermi level above valence band: {fermi_level:.3f} eV")
print(f"Neutral iron fraction: {neutral_iron:.2e}")
print(f"Neutral boron fraction: {neutral_boron:.2e}")
print(f"Jump length/capture radius: {contact/radius:.3f}")
print(f"Mean holes inside R: {boron*4*np.pi*radius**3/3:.4f}")
print(f"Rough migration energy: {migration_energy:.2f} eV")
print(f"Estimated tau at 293 K: {tau_at(293.0):.0f} s")
print(f"Estimated tau at 303 K: {tau_at(303.0):.0f} s")
print("no test failed")
```

Running it gives:

```
Boron density: 1.0e+16 cm^-3
Iron diffusivity: 5.6e-15 cm^2/s
Temperature: 300 K
Chosen iron density: 1.0e+12 cm^-3
Rough relative permittivity: 11.7
Rough contact distance: 0.235 nm
Thermal energy: 0.02585 eV
Coulomb capture radius R: 4.761 nm
Capture rate 4 pi D R: 3.350e-20 cm^3/s
Debye length: 40.88 nm
PAIRING TIME tau: 2985 s = 49.7 min
Half-pairing time: 2069 s
Time to 99% pairing: 13746 s
tau from radial equation: 2984.9 s
tau without charge: 60469 s
Charge speed-up R/contact: 20.26
Contact correction exp(-R/contact): 1.59e-09
Coulomb captured/(k t) at 0.1 tau: 1.00000
Coulomb captured/(k t) at tau: 1.00000
Late-time screened capture radius: 4.313 nm
1/e time with screening, one boron: 3111 s
Change of 1/e time by screening: 4.2 %
1/e time, Brownian many-boron run: 2985 s
Brownian relative standard error: 2.1 %
Unpaired at 0.5 tau: run 0.615, screened 0.616, exponential 0.607
Unpaired at 1.0 tau: run 0.368, screened 0.383, exponential 0.368
Unpaired at 2.0 tau: run 0.137, screened 0.149, exponential 0.135
Rough binding energy: 0.60 eV
Equilibrium unpaired fraction: 1.04e-04
Iron/boron ratio: 1.0e-04
1/e time with dissociation and depletion: 2985.2 s
Rough valence-band density: 3.0e+19 cm^-3
Rough iron donor level: 0.38 eV above valence band
Rough boron level: 0.045 eV above valence band
Fermi level above valence band: 0.207 eV
Neutral iron fraction: 1.24e-03
Neutral boron fraction: 7.54e-03
Jump length/capture radius: 0.049
Mean holes inside R: 0.0045
Rough migration energy: 0.67 eV
Estimated tau at 293 K: 5415 s
Estimated tau at 303 K: 2332 s
no test failed
```
